# Shifted sinc functions as an orthonormal basis for band-limited functions: a numerical check

```python
"""Shifted sinc functions s_j(x) = h**-0.5 sinc(x/h - j), sinc t = sin(pi t)/(pi t),
are an orthonormal, cardinal and complete basis of the square-integrable functions
with wave numbers |k| <= K = pi/h.  In a periodic cell L = N h (N odd) their
periodic forms (psincs) are related to N plane waves per axis by a unitary matrix.
h: grid spacing (bohr); j: grid index; f: band-limited test function centred at a.
Atomic units are used.  Integrals are done by Gauss-Legendre quadrature."""
import numpy as np
from scipy.constants import physical_constants

h = 0.5
K = np.pi / h
a = 0.15
hartree_eV = physical_constants["Hartree energy in eV"][0]


def s(j, x):
    return np.sinc(x / h - j) / np.sqrt(h)


def f(x):
    return np.sinc((x - a) / (2 * h))**2


def wide(x):
    """Function whose spectrum extends to 2K, outside the allowed band."""
    return np.sinc(x / h)**2


print(f"grid spacing h = {h:.2f} bohr; centre a = {a:.2f} bohr")
print(f"band edge K = {K:.5f} 1/bohr")
axis_energy = K**2 / 2
print(f"kinetic energy at face centre = {axis_energy:.4f} hartree"
      f" = {axis_energy * hartree_eV:.2f} eV")
print(f"kinetic energy at cube corner = {3 * axis_energy:.4f} hartree"
      f" = {3 * axis_energy * hartree_eV:.2f} eV")

# Real-space quadrature, 12 nodes in each grid interval, |x| <= T h
T = 4000
node, weight = np.polynomial.legendre.leggauss(12)
x = (h * (np.arange(-T, T)[:, None] + (node + 1) / 2)).ravel()
w = np.tile(weight * h / 2, 2 * T)

# Spectrum of s_j: integrate plane waves over the band
kn, kw = np.polynomial.legendre.leggauss(100)
kn, kw = K * kn, K * kw
xt = np.linspace(-2.9, 3.1, 41)
for j in (-2, 0, 3):
    u = np.sqrt(h / (2 * np.pi)) * np.exp(-1j * kn * j * h)
    wave_sum = np.exp(1j * np.outer(xt, kn)) @ (kw * u) / np.sqrt(2 * np.pi)
    assert np.max(abs(wave_sum - s(j, xt))) < 1e-11
    at_grid = np.exp(1j * np.outer(np.arange(-3, 4) * h, kn)) @ (kw * u)
    at_grid /= np.sqrt(2 * np.pi)
    assert np.allclose(at_grid, (np.arange(-3, 4) == j) / np.sqrt(h), atol=1e-11)

# Orthonormality in real space; the omitted tails obey the bound used here
js = np.arange(-2, 3)
S = np.array([s(j, x) for j in js])
gram_error = np.max(abs((S * w) @ S.T - np.eye(5)))
tail_bound = 2 / (np.pi**2 * (T - 3))
assert gram_error < tail_bound
print(f"largest overlap error, 5 sincs, |x| <= {T * h:.0f} bohr = {gram_error:.2e}")
print(f"bound on the omitted tails = {tail_bound:.2e}")

# The test function is band-limited, with a triangular spectrum
for ratio in (0.25, 0.5, 1.2, 1.7):
    k = ratio * K
    spectrum = np.sum(w * f(x) * np.exp(-1j * k * x)) / np.sqrt(2 * np.pi)
    triangle = np.sqrt(2 * np.pi) / K * max(0, 1 - ratio) * np.exp(-1j * k * a)
    assert abs(spectrum - triangle) < 1e-5

# Expansion coefficients are samples
coefficient = S @ (w * f(x))
assert np.allclose(coefficient, np.sqrt(h) * f(js * h), atol=1e-6)
for j, c in zip(js, coefficient):
    print(f"j = {j:2d}: sample f(jh) = {f(j * h):.6f},"
          f" integral <s_j|f>/sqrt(h) = {c / np.sqrt(h):.6f}")

# Norm from integral, samples and closed form
many = np.arange(-2000, 2001)
norm2 = np.sum(w * f(x)**2)
sample_norm2 = h * np.sum(f(many * h)**2)
assert abs(norm2 - sample_norm2) < 1e-8 and abs(norm2 - 4 * h / 3) < 1e-8
print(f"integral of f^2 = {norm2:.6f} bohr; from samples = {sample_norm2:.6f} bohr")

# Reconstruction between grid points, and truncation errors
x0 = 0.25
xf = np.linspace(-20, 20, 4001)
print(f"exact f({x0:.2f} bohr) = {f(x0):.6f}")
for J in (2, 4, 8):
    jj = np.arange(-J, J + 1)
    partial = sum(f(j * h) * np.sinc(x / h - j) for j in jj)
    error2 = np.sum(w * (f(x) - partial)**2)
    left_out = h * np.sum(f(many[abs(many) > J] * h)**2)
    assert abs(error2 - left_out) < 5e-7  # finite integration range
    fine = sum(f(j * h) * np.sinc(xf / h - j) for j in jj)
    largest = np.max(abs(f(xf) - fine))
    bound = np.sqrt(left_out / h)
    assert largest <= bound
    value = np.sum(f(jj * h) * np.sinc(x0 / h - jj))
    print(f"|j| <= {J}: sum at x = {value:.6f}, max error = {largest:.5f},"
          f" bound = {bound:.5f}")
value = np.sum(f(many * h) * np.sinc(x0 / h - many))
assert abs(value - f(x0)) < 1e-6
print(f"|j| <= 2000: sum at x = {value:.6f}")

# Fejer kernel and uniform convergence for a continuous periodic function
theta = -np.pi + 2 * np.pi * (np.arange(2048) + 0.5) / 2048
g = abs(theta)
previous = np.inf
for M in (8, 64, 256):
    n = np.arange(-M + 1, M)
    E = np.exp(1j * np.outer(theta, n))
    kernel = (E @ (1 - abs(n) / M)).real
    closed = (np.sin(M * theta / 2) / np.sin(theta / 2))**2 / M
    assert np.allclose(kernel, closed, atol=1e-8)
    c = E.conj().T @ g / len(theta)
    fejer_error = np.max(abs(E @ ((1 - abs(n) / M) * c) - g))
    delta = 0.5
    assert fejer_error < delta + 2 * np.pi / (M * np.sin(delta / 2)**2)
    assert fejer_error < previous
    previous = fejer_error
    print(f"Fejer mean of |theta|, M = {M}: max error = {fejer_error:.5f}")

# Plane waves expanded in sincs: mean-square remainder over the band
for J in (5, 20):
    jj = np.arange(-J, J + 1)
    approx = np.exp(1j * np.outer(kn, jj * h)) @ np.sinc(x0 / h - jj)
    remainder = np.sum(kw * abs(np.exp(1j * kn * x0) - approx)**2) / (2 * K)
    assert abs(remainder - (1 - np.sum(np.sinc(x0 / h - jj)**2))) < 1e-10
    print(f"plane wave, |j| <= {J}: mean-square remainder = {remainder:.6f}")
assert abs(np.sum(np.sinc(x0 / h - many)**2) - 1) < 2e-4

# A function outside the band: sample and true coefficient differ
true_c = np.sum(w * s(0, x) * wide(x)) / np.sqrt(h)
wide_norm2 = np.sum(w * wide(x)**2)
wide_samples = h * np.sum(wide(many * h)**2)
assert abs(true_c - 0.75) < 1e-6 and abs(wide_norm2 - 2 * h / 3) < 1e-8
assert abs(wide_samples - wide_norm2) > 0.1
print(f"too wide a band: <s_0|f>/sqrt(h) = {true_c:.6f}, sample = {wide(0.0):.6f}")
print(f"too wide a band: integral of f^2 = {wide_norm2:.6f} bohr,"
      f" from samples = {wide_samples:.6f} bohr")

# Share of the cube lying in its inscribed sphere
q = (np.arange(100) + 0.5) / 100
r2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2
share = np.mean(r2 <= 1)
assert abs(share - np.pi / 6) < 2e-3
print(f"spectral weight inside sphere: counted = {share:.4f}, pi/6 = {np.pi / 6:.4f}")


def psinc(y, N):
    """Closed form for odd N, y = distance from the centre, off the grid."""
    L = N * h
    return np.sin(np.pi * y / h) / np.sin(np.pi * y / L) / np.sqrt(N * L)


# Periodic cell: overlaps of psincs and plane waves by integration in 1D and 3D
N = 5
L = N * h
km = 2 * np.pi * np.arange(-2, 3) / L
grid = h * np.arange(N)
Q = 11  # equally spaced points integrate these trigonometric products exactly
xp = (np.arange(Q) + 0.3) * L / Q
P = psinc(xp[:, None] - grid, N)
W = np.exp(1j * np.outer(xp, km)) / np.sqrt(L)
assert np.allclose(P.T @ P * L / Q, np.eye(N), atol=1e-12)
U = W.conj().T @ P * L / Q
assert np.allclose(W @ U, P, atol=1e-12)
on_grid = np.exp(1j * np.outer(grid, km)) / np.sqrt(L) @ U
assert np.allclose(on_grid, np.eye(N) / np.sqrt(h), atol=1e-12)
P3 = np.kron(np.kron(P, P), P)
W3 = np.kron(np.kron(W, W), W)
U3 = W3.conj().T @ P3 * (L / Q)**3
index = np.indices((N, N, N)).reshape(3, -1)
phase = sum(np.outer(km[i], grid[i]) for i in index)
assert np.allclose(U3, np.exp(-1j * phase) / N**1.5, atol=1e-12)
unit_error = max(np.max(abs(U3.conj().T @ U3 - np.eye(N**3))),
                 np.max(abs(U3 @ U3.conj().T - np.eye(N**3))))
assert unit_error < 1e-11
print(f"periodic cell: N = {N} per axis, L = {L:.2f} bohr,"
      f" largest k_m = {km[-1]:.5f} 1/bohr")
print(f"3D: {U3.shape[1]} psincs, {U3.shape[0]} plane waves")
print(f"amplitude modulus: 1D = {abs(U[0, 0]):.6f}, 3D = {abs(U3[0, 0]):.6f}")
print(f"3D unitarity error below 1e-11: {unit_error < 1e-11}")

# Large-cell limit of the psinc at a fixed distance
y = 0.75
print(f"sinc s_0({y:.2f} bohr) = {s(0, y):.6f} bohr^-1/2")
for cells in (5, 25, 125):
    p = psinc(y, cells)
    print(f"psinc, N = {cells}: {p:.6f} bohr^-1/2")
leading = (np.pi * y / (125 * h))**2 / 6
assert abs((psinc(y, 125) / s(0, y) - 1) / leading - 1) < 1e-3

# Even N with the edge wave shared equally between +K and -K
Ne = 4
Le = Ne * h
xe = (np.arange(Q) + 0.3) * Le / Q
d = xe[:, None] - h * np.arange(Ne)
real_even = (1 + 2 * np.cos(2 * np.pi * d / Le) + np.cos(np.pi * d / h))
real_even /= np.sqrt(Ne * Le)
even_gram = real_even.T @ real_even * Le / Q
i = np.arange(Ne)
expected = np.eye(Ne) - (-1.0)**(i[:, None] + i) / (2 * Ne)
assert np.allclose(even_gram, expected, atol=1e-12)
print(f"even N = {Ne}: self-overlap = {even_gram[0, 0]:.6f},"
      f" neighbour overlap = {even_gram[0, 1]:.6f}")

print("checks complete")
```

Printed output:

```
grid spacing h = 0.50 bohr; centre a = 0.15 bohr
band edge K = 6.28319 1/bohr
kinetic energy at face centre = 19.7392 hartree = 537.13 eV
kinetic energy at cube corner = 59.2176 hartree = 1611.39 eV
largest overlap error, 5 sincs, |x| <= 2000 bohr = 2.53e-05
bound on the omitted tails = 5.07e-05
j = -2: sample f(jh) = 0.015791, integral <s_j|f>/sqrt(h) = 0.015791
j = -1: sample f(jh) = 0.190386, integral <s_j|f>/sqrt(h) = 0.190386
j =  0: sample f(jh) = 0.928135, integral <s_j|f>/sqrt(h) = 0.928135
j =  1: sample f(jh) = 0.656638, integral <s_j|f>/sqrt(h) = 0.656638
j =  2: sample f(jh) = 0.028904, integral <s_j|f>/sqrt(h) = 0.028904
integral of f^2 = 0.666667 bohr; from samples = 0.666667 bohr
exact f(0.25 bohr) = 0.967531
|j| <= 2: sum at x = 0.964374, max error = 0.04418, bound = 0.05825
|j| <= 4: sum at x = 0.967071, max error = 0.01457, bound = 0.02269
|j| <= 8: sum at x = 0.967473, max error = 0.00427, bound = 0.00831
|j| <= 2000: sum at x = 0.967531
Fejer mean of |theta|, M = 8: max error = 0.34442
Fejer mean of |theta|, M = 64: max error = 0.06245
Fejer mean of |theta|, M = 256: max error = 0.01803
plane wave, |j| <= 5: mean-square remainder = 0.037046
plane wave, |j| <= 20: mean-square remainder = 0.009889
too wide a band: <s_0|f>/sqrt(h) = 0.750000, sample = 1.000000
too wide a band: integral of f^2 = 0.333333 bohr, from samples = 0.500000 bohr
spectral weight inside sphere: counted = 0.5236, pi/6 = 0.5236
periodic cell: N = 5 per axis, L = 2.50 bohr, largest k_m = 5.02655 1/bohr
3D: 125 psincs, 125 plane waves
amplitude modulus: 1D = 0.447214, 3D = 0.089443
3D unitarity error below 1e-11: True
sinc s_0(0.75 bohr) = -0.300105 bohr^-1/2
psinc, N = 5: -0.349613 bohr^-1/2
psinc, N = 25: -0.301890 bohr^-1/2
psinc, N = 125: -0.300177 bohr^-1/2
even N = 4: self-overlap = 0.875000, neighbour overlap = 0.125000
checks complete
```
